Order of the symmetric and antisymmetric stretches in a chelate fragment

**Form of the answer**

Consider a metal atom M bound to two equal donor atoms D. The bonds have equal length r and enclose the bite angle φ. A reflection exchanges the donors, so the two bond stretches combine into one even (symmetric) and one odd (antisymmetric) stretch, which cannot mix in the harmonic approximation.

Suppose that the bond-stretch constant f is the single nonzero force constant. The squared angular frequency λ then has the dimension of f divided by a mass. The bond length is the only length in the problem, so it cannot enter λ. A bending constant h would change this, because h/(f r²) is dimensionless.

Symmetry also fixes where the two stretches cross. Move donor 2 to the opposite side of the metal, so that φ becomes 180° − φ. A given metal displacement now changes bond 2 by the opposite amount. Reversing the sign of the donor's own motion along the bond reverses the whole stretch δr₂, and this turns the even combination into the odd one. Hence

λ_s(φ) = λ_a(180° − φ),

and the two are equal at 90°. Which one is higher at an acute angle depends on the recoil of the metal, which the Wilson G matrix describes.

**Equations of motion in internal coordinates**

Let x be the column of small Cartesian displacements, m the diagonal matrix of masses, and q = Bx the column of internal displacements to first order. The harmonic potential energy is V = ½ qᵀFq. The force on x is −∂V/∂x, so

m ẍ = −BᵀFq.

Multiplication by B m⁻¹ gives

q̈ = −GFq, with G = B m⁻¹ Bᵀ.

A vibration q = q₀ cos ωt therefore satisfies

GF q₀ = λ q₀, λ = ω² = (2πcν)²,

where ν is the wavenumber. Inverse masses are written μ_M = 1/m_M and μ_D = 1/m_D.

**The stretch block of G**

Let e_i be the unit vector from the metal to donor i. The bond length is |x_i − x_M| measured from absolute positions, and its first-order change is

δr_i = e_i·(δx_i − δx_M).

Row i of B thus holds e_i on donor i and −e_i on the metal. Each G element is a sum over atoms of the inverse mass times the scalar product of the two row vectors on that atom:

G₁₁ = μ_D e₁·e₁ + μ_M (−e₁)·(−e₁) = μ_D + μ_M,

G₁₂ = μ_M (−e₁)·(−e₂) = μ_M cos φ.

G₂₂ equals G₁₁. No donor term occurs in G₁₂, because the bonds share only the metal.

**Why the bend drops out**

The bend does have G elements with the stretches. The row vectors of the angle φ are

on D₁: (cos φ e₁ − e₂)/(r sin φ),

on D₂: (cos φ e₂ − e₁)/(r sin φ),

on M: (1 − cos φ)(e₁ + e₂)/(r sin φ).

The metal vector is minus the sum of the donor vectors, since a translation leaves the angle unchanged. The D₁ vector is perpendicular to e₁, so the metal alone contributes to the coupling with stretch 1:

G₁φ = −μ_M (1 − cos φ)(1 + cos φ)/(r sin φ) = −μ_M sin φ/r.

This is not zero. What removes the bend is its zero force constant. Order the coordinates as stretches first, then all others, and call the 2×2 stretch block g. With F = diag(f, f, 0, …),

GF = [ f g , 0 ; f G_os , 0 ],

where G_os couples the other coordinates to the stretches. The matrix is block triangular, so

det(GF − λ) = det(f g − λ) (−λ)ⁿ

for n other coordinates. The nonzero roots are those of f g. The angle still changes during the symmetric stretch, but it stores no energy and exerts no force. In the antisymmetric stretch it is constant to first order, because the bend is even under the reflection. The same argument covers the atoms of a ligand backbone, as long as every backbone force constant is zero: their masses do not enter g.

**The two stretches**

The normalized combinations S_± = (δr₁ ± δr₂)/√2 diagonalize g, because its diagonal elements are equal. Their diagonal elements are

½(G₁₁ + G₂₂ ± 2G₁₂) = μ_D + μ_M ± μ_M cos φ.

Therefore

λ_s = f[μ_D + μ_M(1 + cos φ)],

λ_a = f[μ_D + μ_M(1 − cos φ)],

λ_s − λ_a = 2 f μ_M cos φ.

Since f and μ_M are positive, the sign of the difference is the sign of cos φ. Both λ are positive and ν grows with λ, so ν_s > ν_a for φ < 90°. The order is reversed for φ > 90°. This proves the statement for the fragment with equal, uncoupled stretches and no other restoring force.

**Recoil of the metal**

In a normal mode ẍ = −λx, so the equation of motion gives displacements proportional to m⁻¹BᵀFq. For q₂ = ±q₁ the metal moves along −μ_M(e₁ ± e₂), while the donors move along μ_D e₁ and ±μ_D e₂. Kinetic energy is proportional to mass times squared displacement:

metal: μ_M |e₁ ± e₂|² = 2μ_M(1 ± cos φ),

both donors: 2μ_D.

The metal's share is thus

μ_M(1 ± cos φ)/[μ_D + μ_M(1 ± cos φ)].

When both bonds lengthen, they pull the metal along the bisector of the bite angle. When one lengthens and the other shortens, the pulls combine at right angles to the bisector. For an acute angle the first resultant is the larger. The metal then contributes more to the relative motion, and the effective mass f/λ is smaller.

Two limits show the same effect. For φ → 0 the symmetric root becomes f(μ_D + 2μ_M) = 2f(μ_M + μ_D/2), which is a metal bound by a spring 2f to a body of mass 2m_D. The antisymmetric root becomes fμ_D, with the metal at rest. For an infinitely heavy metal μ_M = 0, and the stretches are degenerate at every angle.

**Worked example: a CoN₂ fragment**

The example uses the masses of cobalt and nitrogen with rough values for a cobalt amidinate: r = 0.20 nm, φ = 65° and f = 150 N/m. The G elements are

G₁₁ = 1/58.933 + 1/14.003 = 0.08838 u⁻¹,

G₁₂ = 0.4226/58.933 = 0.00717 u⁻¹.

The roots follow as

λ_s = 150 × (0.08838 + 0.00717) = 14.33 (N/m)/u,

λ_a = 150 × (0.08838 − 0.00717) = 12.18 (N/m)/u.

With λ in these units, ν = 130.28 √λ cm⁻¹, so ν_s = 493 cm⁻¹ and ν_a = 455 cm⁻¹. The symmetric stretch is higher by 38.5 cm⁻¹. The metal carries 25% of the kinetic energy in the symmetric mode and 12% in the antisymmetric one.

Diagonalizing the mass-weighted Cartesian second derivatives of the potential energy, without a G matrix, gives the same wavenumbers. With masses, r and f held fixed, that calculation gives 482 and 466 cm⁻¹ (symmetric first) at 80°, 474 cm⁻¹ for both at 90°, and 466 and 482 cm⁻¹ at 100°. At 115° the two values of the 65° case are interchanged, as the opening symmetry argument requires.

**A nonzero bending constant**

Add ½h(δφ)² to the potential energy, with h > 0. The bend is even under the reflection, so the antisymmetric stretch is unchanged. In the even block,

G_ss = μ_D + μ_M(1 + cos φ),

G_sφ = −√2 μ_M sin φ/r,

G_φφ = 2[μ_D + μ_M(1 − cos φ)]/r².

The last element follows because each donor vector of the bend has squared length 1/r², and the metal vector has 2(1 − cos φ)/r². The even roots satisfy

λ² − (f G_ss + h G_φφ)λ + f h(G_ss G_φφ − G_sφ²) = 0.

The upper root cannot fall below its value at h = 0. In mass-weighted Cartesian coordinates it is the maximum of a quadratic form over unit vectors, and the bend adds a term that is nowhere negative. For φ < 90° the upper even root therefore stays above the antisymmetric stretch.

For h = 0.50 aJ/rad² the even roots are 182 and 494.5 cm⁻¹. The upper one has risen by about 1 cm⁻¹, so a bend of this size hardly changes the splitting.

A very large h changes the labels. The upper root then grows with h and is no longer a bond stretch. The lower root tends to the ratio of the constant term to the linear coefficient:

λ → f(G_ss − G_sφ²/G_φφ).

This is the symmetric stretch at a fixed angle. It lies above the antisymmetric stretch if

2 cos φ [μ_D + μ_M(1 − cos φ)] > μ_M sin²φ.

For the example the left side is 0.069 u⁻¹ and the right side 0.014 u⁻¹, so the order also survives this limit. Between small and large h the two even modes mix. At h = 3.5 aJ/rad² they lie at 447 and 533 cm⁻¹, on either side of the antisymmetric stretch, and each stores about half of its potential energy in the bonds. Neither can then be called the symmetric stretch. A fixed bite angle is a different constraint from a rigid ligand, which fixes the distance between the donors and lets the bite angle change.

**A stretch–stretch constant**

Let the potential energy contain f′ δr₁δr₂. The stretch block of F then has f on the diagonal and f′ off it, and S_± diagonalize F as well as g. With every other force constant still zero,

λ_s = (f + f′)(μ_M + μ_D + μ_M cos φ),

λ_a = (f − f′)(μ_M + μ_D − μ_M cos φ).

Stability requires |f′| < f. In the difference the terms f(μ_M + μ_D) and f′μ_M cos φ cancel:

λ_s − λ_a = 2fμ_M cos φ + 2f′(μ_M + μ_D).

The symmetric stretch is higher if

f′ > −f μ_M cos φ/(μ_M + μ_D).

For the example the threshold is −150 × 0.00717/0.08838 = −12.2 N/m, or −8.1% of f. A modest negative interaction constant is thus enough to reverse the order. A positive one widens the splitting at an acute angle.

**A rigid ligand**

The backbone that makes the ligand a chelate also resists deformation. In the rigid limit the ligand has mass m_L, with μ_L = 1/m_L, and moment of inertia I about its centre of mass, for rotation in the chelate plane. By symmetry the centre of mass lies on the bisector, at distance Y from the metal.

Let δX be the displacement of the centre of mass and θ a small rotation. The donor positions relative to the centre of mass are ρ_i = r e_i − Y b, where b is the unit vector along the bisector. A rotation moves donor i by θ ẑ×ρ_i, and its component along the bond is

θ e_i·(ẑ×ρ_i) = θ ẑ·(ρ_i×e_i) = −θ Y ẑ·(b×e_i).

The part r e_i drops out, since e_i×e_i = 0. The remaining cross product has magnitude sin(φ/2) and opposite signs for the two bonds, so

δr₁,₂ = e₁,₂·(δX − δx_M) ± Y sin(φ/2) θ.

The inverse inertia now acts as the inverse mass of θ:

G₁₁ = μ_M + μ_L + Y² sin²(φ/2)/I,

G₁₂ = (μ_M + μ_L) cos φ − Y² sin²(φ/2)/I.

The sum and difference of these elements give

λ_s = f(1 + cos φ)(μ_M + μ_L),

λ_a = f[(1 − cos φ)(μ_M + μ_L) + 2Y² sin²(φ/2)/I].

The symmetric vibration is a translation of the ligand against the metal. The antisymmetric one also contains a rocking rotation. The rocking mode is the higher one when

cos φ (μ_M + μ_L) < Y² sin²(φ/2)/I,

which can hold at an acute angle.

For a bare NCN ligand with C–N length 0.133 nm, the mass is 40.0 u, Y = 0.192 nm and I = 0.375 u nm². The left side is 0.0177 u⁻¹ and the right side 0.0284 u⁻¹. The order is reversed: the symmetric mode lies at 390 cm⁻¹ and the antisymmetric one at 454 cm⁻¹.

**A backbone of finite stiffness**

Now give the NCN unit C–N stretch constants of 700 N/m and an angle constant of 1.50 aJ/rad², again rough values. The planar ring has three even and two odd in-plane vibrations. The share is the fraction of the mode's potential energy stored in the two Co–N bonds.

Even: 332 cm⁻¹ (share 0.64), 683 cm⁻¹ (0.36), 1312 cm⁻¹ (0.004).

Odd: 454 cm⁻¹ (1.000), 1463 cm⁻¹ (0.000).

The even mode with the largest Co–N share lies 123 cm⁻¹ below the antisymmetric stretch. The other large part of the symmetric stretch is found at 683 cm⁻¹, above it. The three-atom rule does not describe this pattern, in which the symmetric Co–N stretch is divided between two modes. The division is not needed for the rule to fail: in the rigid limit above, the symmetric stretch is a single mode and still lies below the antisymmetric one. The order of the leading modes also depends on the rough angle constant. With 0.50 instead of 1.50 aJ/rad², and C–N constants of 500 or 900 N/m, the leading even mode has a Co–N share of 0.75 and lies near 550 cm⁻¹, above the antisymmetric stretch.

The antisymmetric stretch barely moves, from 454.7 to 454.4 cm⁻¹, and the geometry explains why. The interior angles of the planar ring sum to 360°. With 65° at cobalt and 107.8° at carbon, each nitrogen has an angle

α = ½(360° − 65° − 107.8°) = 93.6°.

The NCN angle is even and cannot couple to an odd mode. The odd C–N stretch can couple through the shared nitrogen, with G element μ_D cos α. This is small because the bonds are nearly perpendicular. The small shift also needs the odd C–N stretch, here at 1463 cm⁻¹, to lie far from the Co–N stretch. With one tenth of the backbone constants the two are close, and the antisymmetric stretch is divided between modes at 449 cm⁻¹ (share 0.71) and 468 cm⁻¹ (0.29).

In the symmetric stretch the same near-perpendicularity has the opposite consequence. Each nitrogen moves along its Co–N bond, hence almost at right angles to its C–N bond, and turns that bond about the carbon. The two C–N bonds turn in opposite senses, so the NCN angle changes. In the odd motion they turn in the same sense and the angle is preserved to first order. The NCN bending stiffness therefore acts on the symmetric stretch and not on the antisymmetric one.

**Two chelates on one metal**

Let two equal chelates lie in perpendicular planes that share the bisector axis z, on opposite sides of the metal (symmetry D₂d). Backbone, bend and interaction constants are again zero. The metal recoil vectors of the symmetric stretches are

(e₁ + e₂)/√2 = √2 cos(φ/2) ẑ and (e₃ + e₄)/√2 = −√2 cos(φ/2) ẑ.

Their coupling in G is −2μ_M cos²(φ/2) = −μ_M(1 + cos φ), and each has the diagonal element μ_D + μ_M(1 + cos φ). The in-phase and out-of-phase combinations are

A₁: λ = fμ_D,

B₂: λ = f[μ_D + 2μ_M(1 + cos φ)].

The recoil vectors of the antisymmetric stretches point along x and y. They are perpendicular to each other and to z, so they remain uncoupled and form a degenerate pair:

E: λ = f[μ_D + μ_M(1 − cos φ)].

For any nonzero bite angle, E lies above the totally symmetric A₁ stretch, in which the metal is at rest. It lies below B₂ if 2(1 + cos φ) > 1 − cos φ, that is, cos φ > −1/3 or φ < 109.5°. The mean λ of A₁ and B₂ is the λ_s of a single chelate.

With the example's parameters, A₁ is at 426 cm⁻¹, E at 455 cm⁻¹ and B₂ at 552 cm⁻¹. The word "symmetric" is thus ambiguous for two chelates: without backbone forces, one symmetric combination lies below the antisymmetric pair and the other above it. With the backbone constants of the ring example, the A₁ and B₂ modes with the largest Co–N shares lie at 262 and 383 cm⁻¹, both below the antisymmetric pair at 454 cm⁻¹. In D₂d the components of a dipole transform as B₂ and E, so A₁ is inactive in infrared absorption at harmonic order.

**Comparison with a real precursor**

Cobalt bis(amidinates) serve as precursors for vapour deposition of cobalt films. The bond length, bite angle and force constants used here are rough values for that class, not a fit to a spectrum. Such a molecule breaks the assumptions of the bare fragment in at least three ways. Its backbone is stiff, which in the ring model divides the symmetric stretch between modes at 332 and 683 cm⁻¹. With the constants used here and bare nitrogen donors, the one with the larger Co–N share lies below the antisymmetric stretch, but a softer NCN angle or heavier donors can reverse this. Taken in order of size, no frequency is lowered by the stiffness: the 332 cm⁻¹ mode grows out of a motion that has zero frequency without backbone forces. A mode labelled by its Co–N share can still lie lower than before, as the antisymmetric one does (454.7 to 454.4 cm⁻¹), because the label passes from one root to another as the stiffness grows. It has two chelates, which without a backbone splits the symmetric stretch into 426 and 552 cm⁻¹. Its nitrogen atoms carry substituents. If an isopropyl group follows each nitrogen without turning, the donor mass becomes 57.06 u and the fragment values fall to 326 and 264 cm⁻¹. In the fragment the order is kept, and λ_s − λ_a is unchanged because it does not contain μ_D. A rigid group that is free to turn about the nitrogen loads the bond less, and the fall is then smaller.

The backbone and the second chelate were combined only in the estimate above, and all three effects together were not calculated. Anharmonicity and the internal vibrations of the substituents are also left out. The fragment wavenumbers should therefore not be used to assign the bands of the complete molecule.

**Use in a calculation**

The closed formulas suit a quick estimate when the two metal–donor bonds are equivalent and the backbone forces on them are weak. In the ring example, one hundredth of the stated backbone constants is weak enough to keep both stretches within 2 cm⁻¹ of the formulas. One tenth already raises the leading symmetric mode from 493 to 515 cm⁻¹. For a complete chelate, build F with the backbone and interaction constants and diagonalize GF. Then label each mode by its parity under the exchange of donors and by its metal–donor share. For a diagonal F, the share of coordinate i in a mode is

F_ii q_i² / Σ_j F_jj q_j².

A label based on frequency order alone would interchange the leading Co–N modes in the ring example. The numerical output below lists the main values at higher precision.

Table of computed values

```
Masses Co, N, C, H: 58.933, 14.003, 12.000, 1.008 u
Co-N length 0.200 nm, bite angle 65.0 deg
Stretch constant f: 150.0 N/m
cos(bite angle): 0.4226
G diagonal: 0.08838 1/u
G off-diagonal: 0.00717 1/u
lambda sym, anti: 14.3329, 12.1815 (N/m)/u
Wavenumber sym, anti: 493.2, 454.7 cm^-1
Splitting sym - anti: 38.5 cm^-1
Metal kinetic-energy share sym, anti: 0.2526, 0.1206
Bite-angle scan, sym and anti:
  65 deg: 493.2, 454.7 cm^-1
  80 deg: 482.2, 466.4 cm^-1
  90 deg: 474.4, 474.4 cm^-1
  100 deg: 466.4, 482.2 cm^-1
  115 deg: 454.7, 493.2 cm^-1
Bend constant N-Co-N: 0.50 aJ/rad^2
  sym roots with bend: 182.3, 494.5 cm^-1
Critical stretch-stretch constant: -12.17 N/m
  as a fraction of f: -0.0811
Backbone: C-N 0.133 nm, 700 N/m; NCN 1.50 aJ/rad^2
  NCN angle: 107.8 deg
Ring modes with this backbone (Co-N share of potential energy):
  sym: 331.8 cm^-1, share 0.640
  sym: 682.7 cm^-1, share 0.356
  sym: 1312.1 cm^-1, share 0.004
  anti: 454.4 cm^-1, share 1.000
  anti: 1463.4 cm^-1, share 0.000
Rigid NCN: mass 40.006 u, Y 0.1922 nm, I 0.3750 u nm^2
  cos(phi)*(1/m_M + 1/m_L): 0.01773 1/u
  Y^2 sin^2(phi/2)/I: 0.02843 1/u
  sym, anti: 389.9, 454.4 cm^-1
Two perpendicular chelates, no backbone:
  A1 426.4, E 454.7, B2 552.0 cm^-1
Donor with rigid isopropyl: mass 57.058 u
  sym, anti: 325.7, 263.7 cm^-1
```
